\section*{Why a confined charge without multipole moments is invisible from outside}

\section{The claim and its terms}

\textbf{Q.} In the PAW method each atomic sphere receives a compensation charge, chosen so that a certain difference of charges has no multipole moments. That difference is then dropped from all interactions with the surroundings. But it is still a charge density. Why should it have no effect outside?

\textbf{A.} Let $\rho(\mathbf r)$ be a fixed, bounded charge density that vanishes for $r>R$, with $\mathbf r$ measured from the centre of the sphere. With real orthonormal spherical harmonics $Y_{lm}$, its moments are
\begin{equation}
q_{lm}=\int \rho(\mathbf r)\,r^l\,Y_{lm}(\hat{\mathbf r})\,d^3r .
\label{eq:mom}
\end{equation}
The claim is that if $q_{lm}=0$ for every $l\ge 0$ and $-l\le m\le l$, then in free space
\begin{equation}
V(\mathbf r)=\frac{1}{4\pi\varepsilon_0}\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'
\label{eq:V}
\end{equation}
is zero for $r\ge R$, and $\rho$ has no Coulomb interaction with a charge lying entirely outside.

\textbf{Q.} A dipole has no net charge and still has a field. Why are moments enough, even infinitely many of them?

\textbf{A.} Because, for an outside point, $1/|\mathbf r-\mathbf r'|$ depends on the source position $\mathbf r'$ only through the functions $r'^lY_{lm}(\hat{\mathbf r}')$ that appear in (\ref{eq:mom}). That has to be shown.

\section{Expanding the Coulomb kernel}

\textbf{Q.} Then start with the expansion. Does it converge?

\textbf{A.} Let $\gamma$ be the angle between $\mathbf r$ and $\mathbf r'$, and $t=r'/r<1$. Then
\begin{equation}
\frac{1}{|\mathbf r-\mathbf r'|}=\frac1r\,\frac{1}{\sqrt{1-2t\cos\gamma+t^2}}
=\frac1r\sum_{l=0}^\infty t^l P_l(\cos\gamma),
\label{eq:gen}
\end{equation}
which defines $P_l$ as the coefficient of $t^l$. To bound it, factor
$1-2t\cos\gamma+t^2=(1-te^{i\gamma})(1-te^{-i\gamma})$ and use $(1-u)^{-1/2}=\sum_k a_ku^k$, where all $a_k>0$. Collecting the power $t^l$ gives
\begin{equation}
P_l(\cos\gamma)=\sum_{k=0}^{l}a_k a_{l-k}\,e^{i(2k-l)\gamma},
\qquad |P_l(\cos\gamma)|\le\sum_{k=0}^{l}a_ka_{l-k}=P_l(1).
\end{equation}
At $\gamma=0$ the generating function is $1/(1-t)=\sum_l t^l$, so $P_l(1)=1$. The terms after $l=L$ therefore add up to at most
\begin{equation}
\frac1r\sum_{l=L+1}^\infty t^l=\frac{t^{L+1}}{r(1-t)}=\frac{(r'/r)^{L+1}}{r-r'} .
\label{eq:rem}
\end{equation}

\textbf{Q.} These are Legendre polynomials in an angle that mixes $\mathbf r$ and $\mathbf r'$. Where do the $r'^lY_{lm}(\hat{\mathbf r}')$ come from?

\textbf{A.} Consider $H_l(\mathbf r')=r'^lP_l(\cos\gamma)$ at fixed $\mathbf r$. Changing the signs of both $t$ and $\cos\gamma$ leaves (\ref{eq:gen}) unchanged, so $P_l$ has the parity of $l$. In the binomial series in $u=2t\cos\gamma-t^2$ every factor $\cos\gamma$ comes with a factor $t$, so the degree of $P_l$ is at most $l$. Hence $P_l$ contains only the powers $\cos^{l-2j}\gamma$ with $0\le 2j\le l$. Each gives $r'^l\cos^{l-2j}\gamma=(\hat{\mathbf r}\cdot\mathbf r')^{l-2j}(r'^2)^j$, so $H_l$ is a homogeneous polynomial of degree $l$ in $x',y',z'$. It also satisfies Laplace's equation. Replacing $\mathbf r'$ by $s\mathbf r'$ in (\ref{eq:gen}) multiplies the term of degree $l$ by $s^l$, hence
\begin{equation}
\frac{H_l(\mathbf r')}{r^{l+1}}=\frac{1}{l!}\left.\frac{\partial^l}{\partial s^l}\frac{1}{|\mathbf r-s\mathbf r'|}\right|_{s=0}.
\end{equation}
Near $s=0$ the function on the right is smooth and its Laplacian in $\mathbf r'$ is zero. The Laplacian commutes with $\partial/\partial s$, so $\nabla'^2H_l=0$.

\textbf{Q.} Is every such polynomial a combination of the $2l+1$ functions $r'^lY_{lm}$?

\textbf{A.} Yes. Resolve it into azimuthal parts $r'^lf_m(\theta')e^{im\phi'}$. Each factor $x'$ or $y'$ changes $m$ by one unit and $z'$ leaves it alone, so $|m|\le l$. Laplace's equation becomes
\begin{equation}
\frac{1}{\sin\theta'}\frac{d}{d\theta'}\!\left(\sin\theta'\frac{df_m}{d\theta'}\right)
+\left[l(l+1)-\frac{m^2}{\sin^2\theta'}\right]f_m=0 .
\label{eq:leg}
\end{equation}
Near $\theta'=0$ its two solutions behave as $\theta'^{|m|}$ and $\theta'^{-|m|}$, or as a constant and $\ln\theta'$ if $m=0$. A polynomial is bounded, so $f_m$ is fixed up to a factor, and it is the polar function of $Y_{lm}$. The parts $\pm m$ combine into the real harmonics.

\textbf{Q.} What are the coefficients?

\textbf{A.} Write $P_l(\cos\gamma)=\sum_m c_mY_{lm}(\hat{\mathbf r}')$. By orthonormality $c_m=\int P_l(\cos\gamma)Y_{lm}(\hat{\mathbf r}')\,d\Omega'$. Since $P_l$ depends on $\gamma$ alone, $Y_{lm}$ may first be averaged over rotations about $\hat{\mathbf r}$. The average is still a harmonic of degree $l$, now symmetric about $\hat{\mathbf r}$. By the uniqueness just found, with $\hat{\mathbf r}$ as polar axis, it is a multiple of $P_l(\cos\gamma)$. At $\gamma=0$ it equals $Y_{lm}(\hat{\mathbf r})$, so that is the factor, and
\begin{equation}
c_m=Y_{lm}(\hat{\mathbf r})\,2\pi\int_{-1}^{1}P_l(x)^2\,dx .
\end{equation}
For the last integral, square the generating function and integrate:
\begin{equation}
\int_{-1}^1\frac{dx}{1-2tx+t^2}=\frac1t\ln\frac{1+t}{1-t}=\sum_{l=0}^\infty\frac{2t^{2l}}{2l+1}.
\end{equation}
The left side is also $\sum_{l,k}t^{l+k}\int P_lP_k\,dx$. Terms with $l\neq k$ vanish: multiply (\ref{eq:leg}) with $m=0$ for $P_l$ by $P_k$, subtract the same with $l$ and $k$ exchanged, and integrate. The derivative terms leave only boundary values proportional to $1-x^2=0$, so $[l(l+1)-k(k+1)]\int P_lP_k\,dx=0$. Comparing powers of $t$ gives $\int P_l^2dx=2/(2l+1)$, and
\begin{equation}
P_l(\cos\gamma)=\frac{4\pi}{2l+1}\sum_{m=-l}^{l}Y_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf r}') .
\label{eq:add}
\end{equation}

\section{The potential and the interaction}

\textbf{Q.} Now insert this in the potential. May the infinite sum be taken out of the integral?

\textbf{A.} For $r>R$, yes. Every source point has $r'\le R$, so by (\ref{eq:rem}) the error of stopping at $L$ is at most $(R/r)^{L+1}/(r-R)$ for all of them. Multiplied by the finite $\int|\rho|\,d^3r'$, it goes to zero as $L\to\infty$. Thus
\begin{align}
V(\mathbf r)&=\frac{1}{4\pi\varepsilon_0}\sum_{lm}\frac{4\pi}{2l+1}\frac{Y_{lm}(\hat{\mathbf r})}{r^{l+1}}
\int\rho(\mathbf r')\,r'^lY_{lm}(\hat{\mathbf r}')\,d^3r' \nonumber\\
&=\frac{1}{\varepsilon_0}\sum_{lm}\frac{q_{lm}}{2l+1}\frac{Y_{lm}(\hat{\mathbf r})}{r^{l+1}} .
\label{eq:out}
\end{align}
If every $q_{lm}$ is zero, every term is zero, and $V=0$ for $r>R$.

\textbf{Q.} Your error bound diverges at $r=R$.

\textbf{A.} There continuity takes over. The charge within a distance $\delta$ of a field point contributes at most $(\rho_{\max}/4\pi\varepsilon_0)\int_0^\delta 4\pi s^2\,ds/s=\rho_{\max}\delta^2/2\varepsilon_0$, where $\rho_{\max}$ is the largest $|\rho|$. This vanishes with $\delta$, and the rest of the charge gives a continuous potential. So $V$ is continuous, and its value on the surface is the limit from outside, zero.

\textbf{Q.} An outside charge still produces a field inside the sphere, and that field acts on $\rho$. Why is there no interaction energy?

\textbf{A.} The field acts on each part of $\rho$, but the energies add to zero. For an integrable $\rho_{\rm ext}$ that vanishes for $r<R$,
\begin{equation}
U=\frac{1}{4\pi\varepsilon_0}\iint\frac{\rho(\mathbf r)\rho_{\rm ext}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=\int\rho_{\rm ext}(\mathbf r')V(\mathbf r')\,d^3r'=0 .
\label{eq:U}
\end{equation}
The order of integration is free because the double integral converges absolutely: the potential of $|\rho|$ is bounded, and $\rho_{\rm ext}$ is integrable. The density $\rho$ is held fixed here. If the outside field polarizes it, its moments change and the result no longer applies.

\textbf{Q.} An atomic sphere contains a nucleus, which is not a bounded density.

\textbf{A.} A point charge $Q$ at the centre adds $Q/\sqrt{4\pi}$ to $q_{00}$ and nothing to the other moments. Its potential $Q/4\pi\varepsilon_0r$ is the $l=0$ term of (\ref{eq:out}), and it is bounded for $r\ge R$. The proof covers it.

\section{What this does for PAW}

\textbf{Q.} How is a charge with no moments made?

\textbf{A.} By subtracting from a confined charge with moments $q_{lm}$ the compensation charge
\begin{equation}
\hat\rho(\mathbf r)=\sum_{lm}q_{lm}\,g_l(r)\,Y_{lm}(\hat{\mathbf r}),\qquad \int_0^R g_l(r)\,r^{l+2}\,dr=1 .
\end{equation}
By orthonormality its moments are again $q_{lm}$. One choice, which vanishes at $R$ together with its first derivative, is $g_l=C_lr^l(1-r^2/R^2)^2$. Its normalization requires
\begin{align}
\frac1{C_l}&=R^{2l+3}\left[\frac1{2l+3}-\frac2{2l+5}+\frac1{2l+7}\right]\nonumber\\
&=\frac{8R^{2l+3}}{(2l+3)(2l+5)(2l+7)} .
\end{align}

\textbf{Q.} And what is gained?

\textbf{A.} The Coulomb energy separates. Write $(f,g)$ for the double integral in (\ref{eq:U}), so that the Coulomb energy of a charge $\rho$ with itself is $\tfrac12(\rho,\rho)$. Let the true charge be $\rho_{\rm t}=\tilde\rho+\sum_aD_a$ with $D_a=\rho_a-\tilde\rho_a$. Here $\rho_a$ and $\tilde\rho_a$ are the true and the smooth charge in sphere $a$, and the smooth one includes the compensation charge, so that $D_a$ has no moments. The smooth charge $\tilde\rho$ extends over all space and contains the compensation charges of all spheres. Then
\begin{equation}
(\rho_{\rm t},\rho_{\rm t})=(\tilde\rho,\tilde\rho)+2\sum_a(D_a,\tilde\rho)+\sum_{ab}(D_a,D_b).
\end{equation}
For spheres that do not overlap, terms with $a\ne b$ vanish. In $(D_a,\tilde\rho)$ the part of $\tilde\rho$ outside sphere $a$ drops out, and inside $\tilde\rho=\tilde\rho_a$ if the partial-wave expansion is complete. What remains for each atom is
\begin{equation}
2(D_a,\tilde\rho_a)+(D_a,D_a)=(\rho_a,\rho_a)-(\tilde\rho_a,\tilde\rho_a),
\end{equation}
a difference of two one-sphere terms. The infinite self-energy of a point nucleus must be left out of $(\rho_a,\rho_a)$. The separation is exact only under the conditions used: spheres that do not overlap, a compensation charge that vanishes beyond $R$, and complete partial waves. If spheres overlap, or if $g_l$ has a tail beyond $R$ (a Gaussian, for example), the dropped terms are in general not zero and must be kept small or corrected.

\section{A case in numbers}

\textbf{Q.} Show me a charge that is not spherical.

\textbf{A.} Take $R=1$~\AA{} and one electron with number density
\begin{equation}
n=N\left(1+\frac{x}{R}+\frac{2z}{R}\right)^2\left(1-\frac{r^2}{R^2}\right)^2 .
\end{equation}
These are model parameters. The first square is a quadratic polynomial, so $n$ contains $l=0,1,2$ only. With $s=r/R$, its angular average is $1+\tfrac53s^2$, because $x^2$ and $z^2$ average to $r^2/3$ and the other products to zero. Normalization gives
\begin{equation}
\frac{1}{NR^3}=4\pi\left(\frac{8}{105}+\frac53\cdot\frac{8}{315}\right)=\frac{64\pi}{135},
\end{equation}
so $N=0.671$~\AA$^{-3}$. The mean position is $x=0.143$~\AA, $z=0.286$~\AA.

At $r=2$~\AA{} in the direction $(0.6,0,0.8)$, the sums $\frac{4\pi}{2l+1}\sum_mq_{lm}Y_{lm}$ of the moments printed by the program are $-1$, $-0.3143$ and $-0.0618$ in units of $e\,$\AA$^l$. With $e/4\pi\varepsilon_0=14.40$~V\,\AA,
\begin{equation}
V=-14.40\left(\frac12+\frac{0.3143}{4}+\frac{0.0618}{8}\right)\text{V}=-8.44\ \text{V}.
\end{equation}
Direct integration of (\ref{eq:V}), without any expansion, gives $-8.442$~V for the electron and the same for its compensation charge. The potential of the difference, integrated directly, is $4\times10^{-15}$ of the electron's, which is the level of rounding error. Note what this shows. The $l=1$ part of $n$ is $2N\frac{x+2z}{R}(1-s^2)^2$ and the $l=2$ part is $N\left[\frac{(x+2z)^2}{R^2}-\frac53s^2\right](1-s^2)^2$. Both have the radial form $r^l(1-s^2)^2$ of $g_l$, so they cancel against the compensation charge point by point. The difference is the spherical neutral charge $-e\left[N(1+\tfrac53s^2)-C_0/4\pi\right](1-s^2)^2$. The value $-8.44$~V checks (\ref{eq:out}) for $l=0,1,2$, but the vanishing potential of the difference illustrates the cancellation by moments only for $l=0$.

\textbf{Q.} Perhaps the difference is simply a very small charge.

\textbf{A.} The integral of its absolute value is $0.18\,e$, and its potential inside is not small. At the centre $V(0)=(1/4\pi\varepsilon_0)\int\rho\,d^3r/r$, to which only $l=0$ contributes. The radial integrals are $\int_0^1s(1-s^2)^2ds=\frac16$ and $\int_0^1s^3(1-s^2)^2ds=\frac1{24}$. The electron's part has the prefactor $4\pi NR^3=\frac{135}{16}$, the compensation charge's part $C_0R^3=\frac{105}{8}$:
\begin{align}
V(0)&=\frac{e}{4\pi\varepsilon_0R}\left[-\frac{135}{16}\left(\frac16+\frac{5}{72}\right)+\frac{105}{8}\cdot\frac16\right]\nonumber\\
&=\frac{25}{128}\,\frac{e}{4\pi\varepsilon_0R}=2.81\ \text{V}.
\end{align}
A point charge $+e$ placed there would have an interaction energy of $4.51\times10^{-19}$~J. The condition that the other charge stays outside is therefore needed.

\textbf{Q.} And an extended charge outside?

\textbf{A.} A lopsided ball of charge $+e$ and radius 1~\AA, centred 2.5~\AA{} away, has the interaction energy $-1.0155\times10^{-18}$~J $=-6.338$~eV with the electron. The compensation charge gives the same value. The ball lies in the direction $(0.6,0,0.8)$, and about its own centre its density is proportional to $(1+x/R)(1-s^2)^2$, so it has a dipole of $e\,(1/9)$~\AA{} along $x$ and no higher moment. A point charge $-e$ at the origin would interact with it by $-14.40\,[1/2.5-(0.6/9)/2.5^2]=-5.61$~eV, so the electron's moments with $l>0$ matter here. The compensation charge reproduces their share because it has the same moments; another radial form $g_l$ with the same normalization would do so too. With the form chosen here its $l=1$ and $l=2$ parts even coincide with the electron's, so the agreement is no separate test of the theorem for these $l$. The interaction of the difference is again $4\times10^{-15}$ of the electron's.

\textbf{Q.} What if I compensate only $l=0$ and $l=1$?

\textbf{A.} Then the $l=2$ term of (\ref{eq:out}) survives and falls as $r^{-3}$. On the $z$ axis the remaining potential is $-0.0818$~V at 2~\AA{} and $-0.0102$~V at 4~\AA, a ratio of $8=2^3$. In general, if the moments vanish only up to $l=L$, a potential falling as $r^{-(L+2)}$ can remain.

\textbf{Q.} Your electron has only three values of $l$. Does the cancellation survive when there is no highest $l$?

\textbf{A.} Take a spherically symmetric ball of charge $Q$ centred at $\mathbf d$, away from the origin. The average of a harmonic function over a sphere equals its value at the centre, so the ball has $q_{lm}=Q\,d^lY_{lm}(\hat{\mathbf d})$, without an upper limit on $l$. By (\ref{eq:add}) at $\gamma=0$, the root of the summed squares over $m$ is $|Q|d^l\sqrt{(2l+1)/4\pi}$. For $Q=e$, $d=0.5$~\AA{} and $l=8$ this is $0.0045\,eR^8$, as the numerical output confirms. The radius of the ball does not enter. Two concentric balls of opposite charge, with radii 0.4 and 0.2~\AA, therefore cancel in every moment. This is again a simple case: about its own centre the pair is spherical and neutral, so its potential outside the wide ball also vanishes by the $l=0$ term of (\ref{eq:out}) taken about that centre.

At 1.2~\AA{} from the origin, on the line through their centre, the wide ball alone gives $14.40/0.7=20.57$~V. For the pair the computed potential is printed as zero. That the rounding errors also cancelled at this point has no significance beyond the numerical precision.

\section*{Calculated quantities}
\begin{verbatim}
sphere radius R = 1.00 angstrom
norm constant of electron density = 0.67143 angstrom^-3
mean x of electron = 0.14286 angstrom
mean z of electron = 0.28571 angstrom
moment l=0 m=+0: electron -0.28209, comp -0.28209 e angstrom^0
moment l=1 m=-1: electron +0.00000, comp +0.00000 e angstrom^1
moment l=1 m=+0: electron -0.13960, comp -0.13960 e angstrom^1
moment l=1 m=+1: electron -0.06980, comp -0.06980 e angstrom^1
moment l=2 m=-2: electron +0.00000, comp +0.00000 e angstrom^2
moment l=2 m=-1: electron +0.00000, comp +0.00000 e angstrom^2
moment l=2 m=+0: electron -0.02867, comp -0.02867 e angstrom^2
moment l=2 m=+1: electron -0.02838, comp -0.02838 e angstrom^2
moment l=2 m=+2: electron -0.00709, comp -0.00709 e angstrom^2
largest net moment, l = 0..8: 1e-15 in units of e R^l
integral of |net density| = 0.1794 e
potential at r = 1.5 angstrom, direction (0.6,0,0.8): electron -11.87489 V, comp -11.87489 V
   |net/electron| there = 4e-15
potential at r = 2.0 angstrom, direction (0.6,0,0.8): electron -8.44249 V, comp -8.44249 V
   |net/electron| there = 4e-15
potential at r = 4.0 angstrom, direction (0.6,0,0.8): electron -3.89667 V, comp -3.89667 V
   |net/electron| there = 4e-15
net potential at the centre = 2.8124 V
energy of a point charge +e at the centre = 4.5060e-19 J
only l=0,1 compensated: potential on z axis at 2 angstrom = -0.08182 V
only l=0,1 compensated: potential on z axis at 4 angstrom = -0.01023 V
ratio of these two potentials = 8.0000
external ball: charge 1.000 e, radius 1.00 angstrom, centre distance 2.50 angstrom
interaction electron-external = -1.015515e-18 J = -6.33835 eV
interaction comp-external     = -1.015515e-18 J = -6.33835 eV
|net interaction / electron interaction| = 4e-15
off-centre balls: radii 0.4 and 0.2 angstrom, centre at 0.5 angstrom
wide ball alone: size of l=8 moments = 0.00454 e R^8
largest moment of the pair, l = 0..8: 1e-16 in units of e R^l
wide ball alone: potential at 1.2 angstrom = 20.5709 V
|pair/wide ball| potential there = 0e+00
\end{verbatim}
